Triplet instability and the Tamm-Dancoff approximation in hybrid TDDFT for ethylene

**The decision**

Before computing triplet energies with a hybrid functional, one has to choose between the full linear-response equations and the Tamm-Dancoff approximation (TDA). For ethylene with half exact exchange the choice moves the lowest triplet from 3.38 to 4.22 eV, against a coupled-cluster reference of 4.62 eV. With all exact exchange the two answers are 1.90 and 3.90 eV.

In this example the difference is governed chiefly by the lowest eigenvalue λ of the triplet stability matrix, compared with a second stiffness m defined below. The eigenvalue λ measures how stiffly the closed-shell ground state resists spin polarization. As λ falls towards zero, the full-response energy falls with it like a square root, while the TDA energy stays finite. TDA removes this part of the error only. An error remains, and in the example it still grows with the fraction of exact exchange.

**Where the two matrices come from**

Consider a closed-shell molecule with real orbitals, i and j occupied, a and b virtual, in atomic units. The functional is

E_xc = c E_x(exact) + (1−c) E_x(PBE) + E_c(PBE),

so c = 0 is PBE and c = 0.25 is PBE0. The adiabatic approximation is made: the same energy functional is used at every instant.

Mix virtual orbitals into the occupied ones, φ_i → φ_i + Σ_a d_ia φ_a, keeping them orthonormal to second order. A triplet motion has opposite amplitudes for the two spins:

d↑ = z/√2, d↓ = −z/√2, z = q + ip,

with q and p real vectors over the pairs ia. The energy is needed to second order in z, and it has four parts.

Orbital energies. The Fock matrix has no occupied-virtual elements, so there is no first-order term. At second order, weight |d_ia|² moves from i to a. Summed over both spins this gives Σ (ε_a−ε_i)(q_ia² + p_ia²).

Hartree energy. The first-order density changes are δρ↑ = √2 Σ q_ia φ_i φ_a and δρ↓ = −δρ↑. The total density does not change, so this part is zero.

Semilocal energy. Let f_στ be the second derivative of the semilocal functional with respect to the spin densities, gradient terms included. Then

½ Σ_στ ∫∫ δρ_σ f_στ δρ_τ = ½ · 2 · 2 qᵀ f_T q = 2 qᵀ f_T q,

where f_T is the matrix of f↑↑ − f↑↓ between the products φ_iφ_a and φ_jφ_b. One factor 2 is the square of √2; the other comes from f↑↑ + f↓↓ − 2f↑↓ = 2(f↑↑ − f↑↓).

Exact exchange. This energy is −(c/2) Σ_σ ∫∫ |γ_σ(r,r′)|²/|r−r′|, with γ_σ the density matrix. Its first-order change is ±G/√2, where

G = Σ [z_ia φ_a(r)φ_i(r′) + z_ia* φ_i(r)φ_a(r′)].

The two spins together give −(c/2) ∫∫ |G|²/|r−r′|. Define D_ia,jb = (ij|ab) and S_ia,jb = (ib|ja), where the two orbitals on each side of the bar share a coordinate. Two of the four products in |G|² contain z*z and give 2(qᵀDq + pᵀDp). The other two contain zz and z*z* and give 2(qᵀSq − pᵀSp). The result is

−c [qᵀ(D+S)q + pᵀ(D−S)p].

Collecting the parts,

E₂ = qᵀKq + pᵀMp, K = A + B, M = A − B,
A = (ε_a−ε_i)δ − cD + f_T,
B = −cS + f_T.

Let λ be the lowest eigenvalue of K and v its unit eigenvector. A static rotation q = θv, p = 0 costs λθ². In ethylene π and π* are the in-phase and out-of-phase combinations of the two carbon p functions. Mixing them with opposite signs for the two spins therefore shifts spin up towards one carbon and spin down towards the other. A small λ means that this separation of spins costs little energy.

In a singlet motion both spins move alike. The density change is then 2√2 Σ q_ia φ_i φ_a, and the Hartree energy adds 4(ia|jb) to K. This repulsion stiffens the singlet channel and is absent from the triplet.

**The equation of motion**

The time-dependent determinant makes the action stationary. Its Lagrangian is the real part of i z*·(dz/dt), minus E₂. That real part is p·(dq/dt) − q·(dp/dt), which equals 2p·(dq/dt) up to a total time derivative. Hence

L = 2p·(dq/dt) − qᵀKq − pᵀMp.

Varying p gives dq/dt = Mp. Varying q gives dp/dt = −Kq. Eliminating p,

d²q/dt² = −MKq, so MKq = ω²q.

This is an oscillator in which K is the spring constant and M the inverse mass. Stability against spin polarization and the triplet frequency are tied together because the same K appears in both.

TDA sets B to zero. Then K and M both become A, and the excitation energy ω_TDA is the lowest eigenvalue of A. The spring constant A is no longer the true energy curvature, so the TDA energy is not forced to zero when the ground state goes soft.

**How λ controls the two energies**

Assume that M is positive definite. In the example below this was checked within the spatial-symmetry block of the triplet studied. Multiplying MKq = ω²q by M⁻¹ gives Kq = ω²M⁻¹q, so the lowest root is

ω² = min over u of (uᵀKu)/(uᵀM⁻¹u).

Inserting u = v gives an upper bound. For λ ≥ 0 there is also a lower bound, because uᵀKu ≥ λuᵀu and uᵀM⁻¹u ≤ uᵀu/m, where m is the lowest eigenvalue of M:

ω² ≤ λμ, μ = 1/(vᵀM⁻¹v),
ω² ≥ λm for λ ≥ 0.

Both bounds vanish with λ. For λ < 0 the upper bound makes ω² negative. The frequency is then imaginary: the closed-shell state is not a minimum, and a small spin polarization grows instead of oscillating.

For TDA use A = (K+M)/2. The lowest eigenvalue of a sum is at least the sum of the lowest eigenvalues, and v is a trial vector for A, so

(λ+m)/2 ≤ ω_TDA ≤ (λ+m̄)/2, m̄ = vᵀMv.

At λ = 0 the TDA energy is still at least m/2. Subtracting the bounds on ω from those on ω_TDA gives, for λ ≥ 0,

(λ+m)/2 − √(λμ) ≤ ω_TDA − ω ≤ (λ+m̄)/2 − √(λm).

With a single orbital pair, K and M are the numbers λ and m, and m = μ = m̄. Then

ω = √(λm), ω_TDA = (λ+m)/2,
ω_TDA − ω = (√m − √λ)²/2.

Full response takes the geometric mean of the two stiffnesses and TDA takes the arithmetic mean. They agree when λ = m, that is, when B = 0. They differ by m/2 when λ = 0.

**Why exact exchange makes it worse**

Let t be the unit eigenvector of A that belongs to ω_TDA, and let b = tᵀBt. As a trial vector for K it gives

λ ≤ tᵀ(A+B)t = ω_TDA + b.

It can also be inserted in the minimum for ω². The Cauchy-Schwarz inequality gives 1 = (tᵀt)² ≤ (tᵀMt)(tᵀM⁻¹t), so 1/(tᵀM⁻¹t) ≤ tᵀMt = ω_TDA − b. For λ ≥ 0 the numerator tᵀKt = ω_TDA + b is not negative, and therefore

ω² ≤ (ω_TDA + b)(ω_TDA − b) = ω_TDA² − b².

A large b of either sign pushes the full root below the TDA root, and a negative b also lowers the upper bound on λ. Exact exchange enters b through −cS, whose diagonal elements −c(ia|ia) are negative, being minus c times the self-repulsion of a transition density. Whether this outweighs the semilocal kernel that it replaces has to be computed.

**How large: ethylene**

The example is planar ethylene in the 6-31G* basis (five spherical d functions on each carbon), with C–C 1.33 Å, C–H 1.09 Å and an H–C–C angle of 121.5°. The reference is the vertical CCSD(T) energy difference between the lowest triplet and the closed-shell singlet, with frozen cores and in the same basis: 4.62 eV. All errors below are relative to that value. Energies are in eV. The matrices do not couple pairs of different spatial symmetry, so the bounds hold block by block. The values of λ, m, μ, m̄ and b quoted below belong to the block of 44 pairs that contains the excitation from the highest occupied to the lowest virtual orbital.

c      λ      ω      ω_TDA   ω_TDA−ω
0.00   3.12   4.34   4.61    0.27
0.25   2.41   3.90   4.40    0.51
0.50   1.74   3.38   4.22    0.84
0.75   1.10   2.75   4.05    1.30
1.00   0.51   1.90   3.90    2.00

At this geometry λ stays positive up to c = 1, so the full-response energy collapses without becoming imaginary. A severe error does not require an actual instability. The singlet curvature of the same spatial symmetry also falls, from 10.57 to 8.93 eV, but remains far from zero.

The bound ω² ≤ λμ is nearly an equality here. At c = 1, μ = 7.13 eV and

√(0.505 × 7.130) = 1.90 eV,

which agrees with the computed root to the digits shown. At c = 0, √(3.124 × 6.024) = 4.338 eV, only 0.003 eV above the computed 4.335 eV. The value of μ changes by only about 1.1 eV over the whole scan, so the collapse of ω is the collapse of λ.

The gap can be estimated from v alone as (λ+m̄)/2 − √(λμ). At c = 1, with m̄ = 7.58 eV, this is

(0.505 + 7.581)/2 − 1.897 = 2.15 eV,

against the computed 2.00 eV. At c = 0 the estimate is 0.34 eV against 0.27 eV, an excess of 0.344 − 0.274 = 0.07 eV. This is smaller than the excess of 2.145 − 2.001 = 0.14 eV at c = 1, but it is about a quarter of the computed gap rather than 7 per cent of it.

The cause is visible in b, which goes from −1.42 eV at c = 0 to −3.24 eV at c = 1. Its exact-exchange part goes from zero to −3.49 eV. Its semilocal part goes from −1.42 to +0.25 eV; the positive remainder comes from PBE correlation, the only semilocal term left at c = 1. Exact exchange thus adds more negative coupling than the lost semilocal exchange supplied.

The bound λ ≤ ω_TDA + b shows how the fall of λ is shared. The right-hand side is 4.609 − 1.415 = 3.19 eV at c = 0 and 3.898 − 3.240 = 0.66 eV at c = 1, above λ by 0.07 and 0.15 eV, that is by 2 and 30 per cent of λ. Of its fall of 2.54 eV, 1.83 eV comes from b and 0.71 eV from ω_TDA. The exact split λ = vᵀAv + vᵀBv tells the same story: of the 2.62 eV fall of λ itself, 1.98 eV comes from vᵀBv and 0.64 eV from vᵀAv. Most of the softening lies in the matrix that TDA omits.

**What TDA repairs and what it leaves**

The error of full response splits into two parts:

ω − ω_ref = (ω_TDA − ω_ref) − (ω_TDA − ω).

c      error of ω   error of ω_TDA
0.00   −0.28        −0.01
0.25   −0.72        −0.21
0.50   −1.24        −0.40
0.75   −1.87        −0.57
1.00   −2.72        −0.72

At c = 1 the split reads −2.72 = −0.72 − 2.00. From c = 0.25 upwards, TDA removes about 70 per cent of the error. The rest still grows with c, so TDA does not make the triplet energy independent of the exact-exchange fraction. The near-zero TDA error at c = 0 is a result for one state in one small basis and does not rank functionals.

Full response is also more sensitive near the instability. From ω ≈ √(λμ) at fixed μ,

dω/dλ ≈ ½√(μ/λ).

This is 0.7 at c = 0 and 1.9 at c = 1, so a change in λ alone is passed on to ω almost three times as strongly at c = 1 as at c = 0. A change of functional or geometry also changes μ, and the ratio is then different. In the single-pair model the corresponding TDA factor at fixed m is ½ whatever the value of λ.

**When the instability is reached**

Stretching the C–C bond to 1.60 Å, with the other parameters unchanged, lowers λ to 0.94 eV already at c = 0. It vanishes at the critical fraction c* = 0.25, which is the PBE0 composition to the two digits given. PBE0 lies just on the stable side: λ is 0.006 eV and the full-response triplet energy is about 0.16 eV. So close to c* the value is sensitive to small details; Cartesian instead of spherical d functions lower it to about 0.12 eV.

Close to c* the bound ω² ≤ λμ becomes an equality to leading order. To see this, write K = K₀ + λvvᵀ, where K₀v = 0. The problem K₀u = ω²M⁻¹u has the root ω² = 0 with u = v. If the other eigenvalues of K stay well above zero, first-order perturbation theory in λ gives ω² = λ(vᵀv)²/(vᵀM⁻¹v) = λμ. Since λ passes through zero linearly in c,

ω ∝ √(c* − c).

The distances 0.08 and 0.02 below c* should give energies in the ratio √4 = 2. The computed energies are 1.08 and 0.54 eV, in the ratio 1.99. The slope of ω becomes infinite at c*, so a scan over functionals shows a steep drop there. A potential curve behaves in the same way wherever λ crosses zero with a finite slope along the bond length. TDA passes through the same region smoothly: 2.19 and 2.11 eV at those two points and 2.08 eV at c*, above the lower bound m/2 = 2.00 eV.

Beyond c* TDA still returns a number, but the number needs care. At c = 1 and 1.60 Å, λ is −2.45 eV, the full root is imaginary with magnitude 3.41 eV, and TDA gives 1.24 eV. That energy is measured from a closed-shell state which is not a minimum of its own functional. Nor is TDA protected without limit: its lower bound (λ+m)/2 becomes negative once λ < −m, and a positive TDA energy is then no longer guaranteed.

**What to do**

Run both calculations for the lowest triplet. Make sure both energies belong to the same state. In the single-pair model with λ below m, as here, a large gap is a symptom of a soft ground state, and the two energies give a rough estimate of λ without a separate stability analysis. In the single-pair model ω² = ω_TDA² − B² and λ = ω_TDA + B. On the branch B < 0, which is the one found here,

λ ≈ ω_TDA − √(ω_TDA² − ω²).

For ethylene at c = 1 this gives 3.898 − √(3.898² − 1.897²) = 0.49 eV, against the true 0.51 eV. At the other four fractions of the 1.33 Å scan it is also 2 to 3 per cent low. This accuracy is shown for ethylene only. The estimate is exact only in the single-pair model, and a TDA vector dominated by one pair does not guarantee it, so compute λ itself when its value matters.

If a stability analysis is available, run it with the same functional, basis and geometry as the excitation energies, and check its normalization. Here λ is defined by E = E₀ + λθ², with a unit vector shared equally between the spins. A program that reports a multiple of this curvature has the same zero but a different scale.

The action then depends on λ compared with m. Twice the TDA energy lies between λ + m and λ + m̄, so it stands in for λ + m only when m̄ is close to m; in the 1.33 Å scan it does so within 5 per cent.

If λ, m and m̄ are all close together, the upper bound (λ+m̄)/2 − √(λm) makes the gap small and the choice matters little. The single-pair value (√m − √λ)²/2 can understate the gap when m̄ lies above m. At c = 0 and 1.33 Å, with λ about half of m, the gap is still 0.27 eV.

If λ is positive but much smaller than m, use TDA for the triplet. Treat its remaining dependence on c as an uncertainty of the functional, and vary c to see how large it is.

If λ is zero or negative, do not use the full-response triplet, and do not take a plausible TDA value as evidence that the reference is sound. For the lowest triplet, an energy difference between separately computed singlet and triplet states, like the reference used here, avoids the response equations altogether. The quality of the singlet calculation must then be judged on its own. Such a difference taken with the same functional keeps the dependence on c: at 1.33 Å it gives 4.59, 4.15 and 3.75 eV for c = 0, 0.5 and 1, no closer to the reference than TDA.

When a triplet is followed along a stretching coordinate, repeat the check at each geometry. In this example a fraction of 0.25 leaves λ at 2.41 eV at 1.33 Å and at practically nothing at 1.60 Å.

The numerical check compares λ with finite differences of the spin-polarized total energy (c = 0.5 at 1.33 Å and c = 1 at 1.60 Å) and the excitation energies with an independent iterative solver (c = 0.25 at 1.33 Å). It also confirms, for c = 1 at 1.33 Å, that no other spatial symmetry has a lower triplet curvature.

Numbers as computed

```
C-C 1.33 A, C-H 1.09 A, H-C-C 121.5 deg
basis 6-31g*: 36 functions, 44 pairs in block
reference triplet energy, CCSD(T) difference: 4.617 eV
negative 'full' means imaginary root of that magnitude
Table 1, eV: c, lam triplet, lam singlet, full, tda, tda-full
0.00    3.124   10.566    4.335    4.609    0.274
0.25    2.411   10.225    3.897    4.403    0.506
0.50    1.738    9.814    3.381    4.217    0.836
0.75    1.103    9.377    2.749    4.049    1.300
1.00    0.505    8.934    1.897    3.898    2.001
Table 2, eV: c, full-reference, tda-reference
0.00   -0.282   -0.008
0.25   -0.720   -0.214
0.50   -1.236   -0.400
0.75   -1.867   -0.568
1.00   -2.720   -0.719
Table 3, eV: c, m, mu, mbar, gap lower bound, estimate, upper bound
0.00   5.959   6.024   6.241   0.203   0.344   0.368
0.25   6.220   6.306   6.576   0.416   0.594   0.621
0.50   6.475   6.585   6.913   0.724   0.943   0.971
0.75   6.724   6.859   7.248   1.163   1.425   1.452
1.00   6.969   7.130   7.581   1.839   2.145   2.167
Table 4, eV: c, b, exact-exchange part, semilocal part
0.00   -1.415    0.000   -1.415
0.25   -1.903   -0.899   -1.004
0.50   -2.370   -1.781   -0.589
0.75   -2.815   -2.643   -0.172
1.00   -3.240   -3.486    0.246
fall from c=0 to c=1: full 2.438 eV, tda 0.711 eV
iterative solver, c=0.25: tda 4.403 eV, full 3.897 eV
energy curvature, c=0.50: triplet 1.738 eV, singlet 9.814 eV
lowest triplet lam of any symmetry, c=1: 0.505 eV
Stretched C-C 1.60 A: critical fraction c* = 0.252
Table 5, eV: c, lam, full, tda, m/2
0.000    0.944    1.900    2.425    1.892
0.172    0.293    1.081    2.186    1.968
0.232    0.073    0.542    2.107    1.995
1.000   -2.449   -3.413    1.238    2.328
at c*: tda 2.081 eV, m/2 2.003 eV
full(c*-0.08)/full(c*-0.02) = 1.994 (no unit)
full^2/(lam*mu) at c*-0.02 = 1.0000 (no unit)
energy curvature, stretched, c=1: -2.449 eV
```
